**Volume dependence of the deepest conduction-tail level**

For independent levels in an exponential tail of slope energy $E_0$, the median deepest level drops by $E_0\ln(V_2/V_1)$ when the cell volume grows from $V_1$ to $V_2$. Depth is measured downward from a fixed mobility edge, and the number of levels in a cell is Poisson distributed. The program asserts this drop against numerical integration of the density of states and against random sampling of individual levels. It also asserts the formulas for the mean depth, the cell-to-cell scatter, the order of a pair of cells and a fixed number of levels. Further assertions cover a disordered chain with weak hopping, a curved tail, and the lattice sum for periodic images, which is compared with a reciprocal-space sum. For $E_0=0.050$ eV and a tenfold volume the formula gives 0.1151 eV and sampling gives 0.1159 eV. The curved tail reduces the drop to 0.087 eV, and image coupling reduces it to 0.107 eV for effective mass 1 and to 0.033 eV for effective mass 0.3.

## Verification by program

```python
# Result under test: for independent levels in an exponential conduction tail,
# the median deepest level drops by slope * ln(volume_large / volume_small).
# depth: energy below a fixed mobility edge (eV, positive downward)
# slope: exponential tail energy (eV); density: tail levels per cubic angstrom
# mean_count: density * cell volume; kappa: inverse decay length (1/bohr)
# Model: static structures, empty one-electron levels, Poisson level number.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import exp1

rng = np.random.default_rng(7319)
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10

slope = 0.050
density = 0.001
volumes = np.array([10000.0, 100000.0])
atom_density = 0.08
mean_counts = density * volumes
ratio = volumes[1] / volumes[0]
drop = slope * np.log(ratio)
medians = slope * (np.log(mean_counts) - np.log(np.log(2)))


def tail_dos(depth):
    return density / slope * np.exp(-depth / slope)


# Median found from the integrated density of states, without its closed form.
def empty_probability(depth, volume):
    count = volume * quad(tail_dos, depth, depth + 40 * slope,
                          epsabs=1e-13)[0]
    return np.exp(-count)


numeric_medians = np.array([
    brentq(lambda e: empty_probability(e, v) - 0.5, 0.0, 0.8)
    for v in volumes])
assert np.allclose(numeric_medians, medians, atol=1e-8)
assert abs(np.diff(numeric_medians)[0] - drop) < 1e-8


# Direct sampling of individual levels; a cell without levels has depth zero.
def sample_deepest(mean_count, cells):
    counts = rng.poisson(mean_count, cells)
    depths = rng.exponential(slope, counts.sum())
    deepest = np.zeros(cells)
    occupied = counts > 0
    starts = (np.cumsum(counts) - counts)[occupied]
    deepest[occupied] = np.maximum.reduceat(depths, starts)
    return deepest


cells = 40000
small = sample_deepest(mean_counts[0], cells)
large = sample_deepest(mean_counts[1], cells)
sampled_drop = np.median(large) - np.median(small)
# The sampling error of this median difference is about 0.0005 eV.
assert abs(sampled_drop - drop) < 0.0025
for p in (0.1, 0.9):
    quantile_drop = np.quantile(large, p) - np.quantile(small, p)
    assert abs(quantile_drop - drop) < 0.004
spread = np.pi * slope / np.sqrt(6)
assert abs(large.std() - spread) < 0.002
assert abs(small.std() - spread) < 0.002
order_probability = volumes[1] / volumes.sum()
sampled_order = np.mean(large > small)
assert abs(sampled_order - order_probability) < 0.008

# Mean depth: integral of the survival probability against its closed form.
means = slope * (np.log(mean_counts) + np.euler_gamma + exp1(mean_counts))
numeric_means = np.array([
    quad(lambda e: -np.expm1(-m * np.exp(-e / slope)), 0, 2.0,
         epsabs=1e-11)[0] for m in mean_counts])
assert np.allclose(means, numeric_means, atol=1e-8)
mean_drop = means[1] - means[0]

# Fixed level numbers instead of Poisson numbers.
fixed_medians = -slope * np.log(-np.expm1(-np.log(2) / mean_counts))
fixed_drop = fixed_medians[1] - fixed_medians[0]
fixed_samples = [rng.exponential(slope, (20000, int(round(m)))).max(axis=1)
                 for m in mean_counts]
fixed_sampled = np.median(fixed_samples[1]) - np.median(fixed_samples[0])
assert abs(fixed_sampled - fixed_drop) < 0.0035

# Number of cells of each size for a standard error of ten per cent.
cells_needed = int(np.ceil(2 * spread**2 / (0.1 * drop)**2))
groups = cells // cells_needed
used = groups * cells_needed
group_drops = (large[:used] - small[:used]).reshape(groups, -1).mean(axis=1)
assert abs(group_drops.std() / (0.1 * drop) - 1) < 0.15

# Hybridization test: lowest eigenvalue of a chain with exponential disorder.
hopping = 0.010
chain_sizes = (100, 1000)
chain_medians = []
bare_medians = []
for size in chain_sizes:
    coupled = []
    bare = []
    for _ in range(2000):
        site_depths = rng.exponential(slope, size)
        lowest = eigh_tridiagonal(
            -site_depths, np.full(size - 1, -hopping), eigvals_only=True,
            select="i", select_range=(0, 0))[0]
        coupled.append(-lowest)
        bare.append(site_depths.max())
    chain_medians.append(np.median(coupled))
    bare_medians.append(np.median(bare))
chain_drop = chain_medians[1] - chain_medians[0]
bare_drop = bare_medians[1] - bare_medians[0]
# Sampling error is about 0.0023 eV; hopping adds a shift of order 0.001 eV.
assert abs(chain_drop - slope * np.log(10)) < 0.012

# Curved tail with the same count and local slope at the small-cell median.
width_squared = slope * medians[0]
curved_drop = np.sqrt(medians[0]**2
                      + 2 * width_squared * np.log(ratio)) - medians[0]
amplitude = np.log(2) * np.exp(medians[0]**2 / (2 * width_squared))


def curved_dos(depth):
    return (amplitude * depth / width_squared
            * np.exp(-depth**2 / (2 * width_squared)))


curved_median = brentq(
    lambda e: ratio * quad(curved_dos, e, 1.5, epsabs=1e-12)[0]
    - np.log(2), medians[0], 0.6)
assert abs(curved_median - medians[0] - curved_drop) < 1e-7
assert curved_drop < drop

# Periodic images of a zero-range bound state at the zone centre.
axis = np.arange(-12, 13)
grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1)
radii = np.sqrt((grid**2).sum(axis=0))
radii = radii[radii > 0]
sides = np.cbrt(volumes)


def image_sum(kappa, side):
    distances = side * radii
    return np.sum(np.exp(-kappa * distances) / distances)


def image_state(depth, side_angstrom, mass):
    side = side_angstrom / bohr
    bare_kappa = np.sqrt(2 * mass * depth / hartree)
    first_sum = image_sum(bare_kappa, side)
    kappa = brentq(lambda k: k - bare_kappa - image_sum(k, side),
                   bare_kappa, bare_kappa + first_sum)
    shift = kappa**2 / (2 * mass) * hartree - depth
    return bare_kappa, kappa, shift


masses = (1.0, 0.3)
image_results = {}
recip_axis = np.arange(-60, 61)**2
squares = (recip_axis[:, None, None] + recip_axis[None, :, None]
           + recip_axis[None, None, :])
for mass in masses:
    states = [image_state(e, s, mass) for e, s in zip(medians, sides)]
    image_results[mass] = states
    bare_kappa, kappa, shift = states[0]
    side = sides[0] / bohr
    g_squared = (2 * np.pi / side)**2 * squares
    reciprocal = 4 * np.pi / side**3 * np.sum(
        1 / (g_squared + kappa**2) - 1 / (g_squared + bare_kappa**2))
    direct = -image_sum(bare_kappa, side)
    # The finite reciprocal cutoff leaves an error of about one per cent.
    assert abs(reciprocal / direct - 1) < 0.025
    assert states[0][2] > states[1][2] > 0

print(f"Tail slope: {slope:.3f} eV")
print(f"Tail-level density: {density:.4f} per cubic angstrom")
print(f"Tail density at edge: {tail_dos(0):.3f} per eV per cubic angstrom")
print(f"Rough atomic density: {atom_density:.2f} per cubic angstrom")
for i, name in enumerate(("Small", "Large")):
    print(f"{name} cell volume: {volumes[i]:.0f} cubic angstrom")
    print(f"{name} cell side: {sides[i]:.1f} angstrom")
    print(f"{name} cell rough atom number: {atom_density*volumes[i]:.0f}")
    print(f"{name} cell mean tail-level number: {mean_counts[i]:.0f}")
    print(f"{name} cell chance of no level: {np.exp(-mean_counts[i]):.2e}")
    print(f"{name} cell median depth: {medians[i]:.4f} eV")
    print(f"{name} cell mean depth: {means[i]:.4f} eV")
print(f"Volume ratio: {ratio:.0f}")
print(f"Logarithm of volume ratio: {np.log(ratio):.4f}")
print(f"Median drop, formula: {drop:.4f} eV = {1000*drop:.1f} meV")
print(f"Median drop, sampled: {sampled_drop:.4f} eV")
print(f"Mean drop: {mean_drop:.4f} eV")
print(f"Median drop, fixed level numbers: {fixed_drop:.4f} eV")
print(f"Cell-to-cell standard deviation: {spread:.4f} eV")
print(f"Chance larger cell is deeper, formula: {order_probability:.4f}")
print(f"Chance larger cell is deeper, sampled: {sampled_order:.4f}")
print(f"Cells of each size for 10% standard error: {cells_needed}")
print(f"Chain sizes: {chain_sizes[0]} and {chain_sizes[1]} sites")
print(f"Chain hopping: {hopping:.3f} eV")
print(f"Chain drop without hopping: {bare_drop:.4f} eV")
print(f"Chain drop with hopping: {chain_drop:.4f} eV")
print(f"Curved-tail drop: {curved_drop:.4f} eV")
print(f"Curved-tail change of drop: {100*(curved_drop/drop-1):.1f} %")
for mass in masses:
    states = image_results[mass]
    label = f"Mass {mass:.1f}"
    apparent = drop + states[1][2] - states[0][2]
    print(f"{label}, small-cell decay length: {bohr/states[0][0]:.2f} angstrom")
    print(f"{label}, large-cell decay length: {bohr/states[1][0]:.2f} angstrom")
    print(f"{label}, small-cell image deepening: {states[0][2]:.4f} eV")
    print(f"{label}, large-cell image deepening: {states[1][2]:.5f} eV")
    print(f"{label}, drop with images: {apparent:.4f} eV")
print("every check passed")
```

Printed output:

```
Tail slope: 0.050 eV
Tail-level density: 0.0010 per cubic angstrom
Tail density at edge: 0.020 per eV per cubic angstrom
Rough atomic density: 0.08 per cubic angstrom
Small cell volume: 10000 cubic angstrom
Small cell side: 21.5 angstrom
Small cell rough atom number: 800
Small cell mean tail-level number: 10
Small cell chance of no level: 4.54e-05
Small cell median depth: 0.1335 eV
Small cell mean depth: 0.1440 eV
Large cell volume: 100000 cubic angstrom
Large cell side: 46.4 angstrom
Large cell rough atom number: 8000
Large cell mean tail-level number: 100
Large cell chance of no level: 3.72e-44
Large cell median depth: 0.2486 eV
Large cell mean depth: 0.2591 eV
Volume ratio: 10
Logarithm of volume ratio: 2.3026
Median drop, formula: 0.1151 eV = 115.1 meV
Median drop, sampled: 0.1159 eV
Mean drop: 0.1151 eV
Median drop, fixed level numbers: 0.1136 eV
Cell-to-cell standard deviation: 0.0641 eV
Chance larger cell is deeper, formula: 0.9091
Chance larger cell is deeper, sampled: 0.9113
Cells of each size for 10% standard error: 63
Chain sizes: 100 and 1000 sites
Chain hopping: 0.010 eV
Chain drop without hopping: 0.1157 eV
Chain drop with hopping: 0.1155 eV
Curved-tail drop: 0.0869 eV
Curved-tail change of drop: -24.6 %
Mass 1.0, small-cell decay length: 5.34 angstrom
Mass 1.0, large-cell decay length: 3.91 angstrom
Mass 1.0, small-cell image deepening: 0.0083 eV
Mass 1.0, large-cell image deepening: 0.00000 eV
Mass 1.0, drop with images: 0.1068 eV
Mass 0.3, small-cell decay length: 9.76 angstrom
Mass 0.3, large-cell decay length: 7.15 angstrom
Mass 0.3, small-cell image deepening: 0.0828 eV
Mass 0.3, large-cell image deepening: 0.00076 eV
Mass 0.3, drop with images: 0.0331 eV
every check passed
```
